# Estimating the Limiting Speed of a Ferroelectric Domain Wall

## Definitions and conventions

A flat wall separates two domains with polarizations $+P_s$ and $-P_s$ along $z$. The wall normal is $x$, so $P(x,t)$ is parallel to the wall and varies across it. Then $\nabla\cdot\mathbf P=0$, and the wall carries no bound charge.

The energy per volume of a static polarization profile is

$$\frac g2\left(\frac{\partial P}{\partial x}\right)^2+f(P),\qquad g=10^{-10}\ \mathrm{J\,m^3/C^2}.$$

The factor $1/2$ is part of the definition of $g$. If the same coefficient multiplied $(\partial P/\partial x)^2$ without it, every $g$ below would become $2g$.

The polar mode has displacement $u$, mass $m=20$ atomic mass units, Born charge $Ze$ with $Z=7$, and cell volume $\Omega=64$ Å$^3$. The mass unit matters: in electronic-structure work the atomic unit of mass is the electron mass. Twenty electron masses would give 328 km/s, more than fifty times the sound speed used below. The ions carry the inertia, so the atomic mass unit is meant.

## Back-of-envelope argument

Each cell has dipole $Zeu$, so

$$P=\frac{Zeu}{\Omega},\qquad \dot u=\frac{\Omega}{Ze}\dot P .$$

The kinetic energy per volume is therefore

$$\frac{m\dot u^2}{2\Omega}=\frac{m}{2\Omega}\frac{\Omega^2}{(Ze)^2}\dot P^2=\frac{\mu}{2}\dot P^2,\qquad \mu=\frac{m\Omega}{(Ze)^2}.$$

A wall of width $w$ moving at speed $v$ reverses the polarization in a time of order $w/v$. Its kinetic energy density is of order $\mu P_s^2v^2/w^2$, and its gradient energy density is of order $gP_s^2/w^2$. The width cancels when the two are equated, which leaves the speed

$$c_0=\sqrt{\frac g\mu}=Ze\sqrt{\frac{g}{m\Omega}} .$$

With the given data,

$$\mu=\frac{(3.321\times10^{-26})(64\times10^{-30})}{(1.1215\times10^{-18})^2}=1.690\times10^{-18}\ \mathrm{J\,m\,s^2/C^2},$$

$$c_0=\sqrt{\frac{10^{-10}}{1.690\times10^{-18}}}\approx 7.7\times10^3\ \mathrm{m/s}=7.7\ \mathrm{km/s}.$$

This argument finds a scale. It does not show that the scale is a limit, nor that a field can drive a wall close to it.

## Why this speed is a limit

Add a uniform field $E$ and a damping rate $\Gamma$. Varying the kinetic minus potential energy, then adding the friction force, gives

$$\mu P_{tt}+\mu\Gamma P_t=gP_{xx}-f'(P)+E. \tag{1}$$

Take two bounded solutions in the same field, and let $D$ be their difference. For smooth $f$, the difference of the two values of $f'$ can be written $aD$, with $a(x,t)$ bounded. Hence

$$\mu D_{tt}+\mu\Gamma D_t=gD_{xx}-aD.$$

With a constant $\kappa>0$, define $\epsilon=\tfrac12(\mu D_t^2+gD_x^2+\kappa D^2)$. Differentiating and inserting the equation for $D_{tt}$ gives

$$\epsilon_t=\partial_x(gD_xD_t)-\mu\Gamma D_t^2+(\kappa-a)DD_t .$$

Suppose that $D$ and $D_t$ vanish initially for $X<x<R$. Integrate $\epsilon$ over the shrinking interval from $X+c_0t$ to $R-c_0t$. Each moving end removes energy at the rate $c_0\epsilon$, while the flux through it is at most

$$g|D_xD_t|=c_0\sqrt{\mu g}\,|D_xD_t|\le \frac{c_0}{2}(\mu D_t^2+gD_x^2)\le c_0\epsilon .$$

The ends therefore cannot raise the integral $I$. Friction lowers it, and the last term is bounded by a constant $M$ times $\epsilon$, because $|DD_t|\le(\kappa D^2+\mu D_t^2)/(2\sqrt{\kappa\mu})$. So $dI/dt\le MI$ with $I(0)=0$, and $I$ stays zero. A disturbance cannot travel faster than $c_0$ in equation (1), whatever the smooth potential, the damping or the uniform field.

## The free wall near the limit

For an explicit wall, take the symmetric double well

$$f=U_0\left(\frac{P^2}{P_s^2}-1\right)^2,\qquad f'=\frac{4U_0}{P_s^2}P\left(\frac{P^2}{P_s^2}-1\right).$$

Its curvature at $P_s$ is $\chi^{-1}=8U_0/P_s^2$, so $U_0=\chi^{-1}P_s^2/8$. A small uniform oscillation about $P_s$ has frequency $\omega_0=\sqrt{\chi^{-1}/\mu}$.

Without field or damping, let $P$ depend on $\xi=x-vt$. Then $P_{tt}=v^2P''$, and equation (1) becomes $(g-\mu v^2)P''=f'(P)$. Multiplying by $P'$ and integrating from a domain, where $P'=f=0$, gives

$$\tfrac12(g-\mu v^2)P'^2=f(P). \tag{2}$$

Since $f>0$ inside the wall, $v<c_0$ is required. Taking the increasing root,

$$P'=\sqrt{\frac{2U_0}{g-\mu v^2}}\left(1-\frac{P^2}{P_s^2}\right),\qquad P=P_s\tanh\frac{\xi}{w},$$

$$w=P_s\sqrt{\frac{g-\mu v^2}{2U_0}}=w_0\sqrt{1-\frac{v^2}{c_0^2}},\qquad w_0=2\sqrt{\frac{g}{\chi^{-1}}} .$$

The wall contracts as it speeds up. By (2), its energy per area is

$$\sigma=\int\left[\frac{\mu v^2+g}{2}P'^2+\frac{g-\mu v^2}{2}P'^2\right]d\xi=g\int P'^2d\xi .$$

Because $\int\mathrm{sech}^4y\,dy=4/3$ over the whole line,

$$\sigma=\frac{4gP_s^2}{3w}=\frac{\sigma_0}{\sqrt{1-v^2/c_0^2}},\qquad \sigma_0=\frac{4gP_s^2}{3w_0}.$$

At low speed $\sigma\approx\sigma_0+\tfrac12(\sigma_0/c_0^2)v^2$, so the wall has mass $\sigma_0/c_0^2$ per area. Near $c_0$ its energy diverges, and no finite energy brings this free wall to the limit.

## The driven wall

Measure $P$ in $P_s$, time in $1/\omega_0$ and length in $\sqrt{g/\chi^{-1}}$. The unit of speed is then $c_0$. Put $G=\Gamma/\omega_0$, $h=E/(\chi^{-1}P_s)$ and $\beta=v/c_0$. For a profile $p(x-\beta t)$ in these units, equation (1) reads

$$(1-\beta^2)p''+G\beta p'=\tfrac12p(p^2-1)-h .$$

The right side equals $\tfrac12(p-p_1)(p-p_2)(p-p_3)$, with ordered roots whose sum is zero because the cubic has no $p^2$ term. The outer roots are the two domains, and $p_2$ is the unstable state between them. The roots are real and distinct while $|h|$ lies below the maximum of $|p(p^2-1)|/2$ over $-1\le p\le1$. This maximum occurs at $p^2=1/3$, which gives the thermodynamic coercive field

$$E_c=\frac{\chi^{-1}P_s}{3\sqrt3}.$$

Stretch the coordinate by $x-\beta t=\sqrt{1-\beta^2}\,\eta$ and define $B=\beta/\sqrt{1-\beta^2}$. Then

$$p_{\eta\eta}+GBp_\eta=\tfrac12(p-p_1)(p-p_2)(p-p_3).$$

Seek a front that falls from $p_3$ to $p_1$ with $p_\eta=A(p-p_1)(p-p_3)$ and $A>0$. Differentiation gives $p_{\eta\eta}=A(2p-p_1-p_3)p_\eta$. After the common factor $(p-p_1)(p-p_3)$ is divided out,

$$A^2(2p-p_1-p_3)+GBA=\tfrac12(p-p_2).$$

The terms in $p$ give $A=1/2$. The constants give $GB=\tfrac12(p_1+p_3)-p_2=-\tfrac32p_2$, since $p_1+p_3=-p_2$. Solving the definition of $B$ for $\beta$,

$$v=c_0\frac{B}{\sqrt{1+B^2}},\qquad B=-\frac{3p_2}{2G}. \tag{3}$$

For a positive field $p_2$ is negative, so the favoured domain grows. In a weak field $p_2\approx-2h$, and if also $B\ll1$, then $v\approx3c_0h/G$: the speed is proportional to field and inversely proportional to damping.

At the coercive field $p_2=-1/\sqrt3$ and $B=\sqrt3/(2G)$. With $G=1$ this gives $0.866/\sqrt{1.75}=0.65$ of $c_0$, or about 5.0 km/s. To reach $0.9c_0$ below $E_c$ requires $B=0.9/\sqrt{0.19}=2.06$, hence $G<0.42$. The approach to the limit is therefore governed by damping as well as by field.

Above $E_c$ the old domain has no equilibrium and can reverse everywhere at once. With weak damping, a suddenly applied field can do this somewhat below $E_c$, because inertia carries the polarization past $p_2$. For $G=0.2$ and a start from $-P_s$, this happens above about $0.88E_c$. At $1.5E_c=0.85$ MV/cm with $G=1$, a uniform state released from $-P_s$ reaches $P=0$ in 0.29 ps. If reversal occurs at slightly different times $t_*(x)$, the apparent front speed $1/|dt_*/dx|$ can exceed $c_0$. No disturbance has then travelled at that speed.

## Numbers for a barium-titanate-like case

Take rough values in the regime of tetragonal barium titanate near room temperature: $P_s=26\ \mu\mathrm{C/cm^2}$ and clamped relative permittivity 100 along the polar axis. The latter gives $\chi^{-1}=1/(100\varepsilon_0)=1.13\times10^9\ \mathrm{J\,m/C^2}$; the electronic part of the permittivity is neglected. Then

$$w_0=2\sqrt{\frac{10^{-10}}{1.13\times10^9}}=0.595\ \mathrm{nm},$$

$$\sigma_0=\frac{4(10^{-10})(0.26)^2}{3(0.595\times10^{-9})}=15\ \mathrm{mJ/m^2}.$$

At $0.9c_0$ the energy rises to 35 mJ/m$^2$ and the half-width falls to 0.26 nm, less than the cell edge $a=0.40$ nm. The coercive field is 0.565 MV/cm.

For $E=0.5$ MV/cm, $h=(0.5/0.565)/(3\sqrt3)=0.170$, whose middle root is $p_2=-0.409$. With $\Gamma=\omega_0$, equation (3) gives $B=0.61$ and $v=0.52c_0=4.0$ km/s. The other fields follow in the same way. The lattice column replaces $P_{xx}$ by the nearest-neighbour difference at spacing $a$; both it and the continuum result omit strain.

| $E$ (MV/cm) | $\Gamma/\omega_0$ | Continuum (km/s) | Lattice (km/s) |
|---|---|---|---|
| 0.1 | 1.0 | 0.79 | 0.74 |
| 0.3 | 1.0 | 2.35 | 2.23 |
| 0.5 | 1.0 | 4.02 | 3.85 |
| 0.5 | 0.2 | 7.31 | 6.87 |

Direct time integration of the continuum equation, starting from a wall at rest between the two stable equilibria in the field, gives the same continuum speeds to the digits shown. The last row illustrates the approach to $c_0$; its low damping is an assumption, and stronger damping in a real crystal would reduce the speed. It also assumes that the field was raised gradually. If the same field is switched on at once with the domains at $\pm P_s$, the old domain reverses everywhere and no steady wall remains.

## What the cell spacing changes

On the lattice, $k^2$ is replaced by $(4/a^2)\sin^2(ka/2)$, so small waves about $P_s$ obey

$$\omega^2=\omega_0^2+\frac{4c_0^2}{a^2}\sin^2\frac{ka}{2}.$$

Let $\omega_+$ be the frequency at $k=\pi/a$, and write $\omega^2=S-N\cos ka$, with $S=(\omega_+^2+\omega_0^2)/2$ and $N=(\omega_+^2-\omega_0^2)/2$. The group speed is $v_g=aN\sin(ka)/(2\omega)$. Eliminating $ka$ gives

$$v_g^2=\frac{a^2}{4}\left(2S-\omega^2-\frac{S^2-N^2}{\omega^2}\right).$$

Since $S^2-N^2=\omega_+^2\omega_0^2$, the maximum lies at $\omega^2=\omega_+\omega_0$, and there $v_g=a(\omega_+-\omega_0)/2$. For this example it is 4.1 km/s.

That value is not a ceiling for the driven wall: the weakly damped lattice wall moves at 6.9 km/s. Nor is 5.7 km/s, the speed at which the contracted half-width of the free wall equals $a$. In these four cases discreteness lowers the speed by about 4 to 6 % relative to the continuum, even where the continuum profile is no longer well resolved by the cells.

## Sound as an intermediate obstacle

Let $s$ be longitudinal strain along $x$, $C$ the stiffness and $\rho$ the density. Add the energy $\tfrac12Cs^2-qs(P^2-P_s^2)$, so that $s=0$ in both domains. The elastic equation is

$$\rho s_{tt}=\partial_x^2[Cs-q(P^2-P_s^2)] .$$

For a free moving wall, two integrations with vanishing strain far away give

$$s=\frac{q(P^2-P_s^2)}{C-\rho v^2}.$$

The coupling adds $2qsP$ to the right side of (1). This has the same cubic form as $-f'$, with opposite sign when $v$ is below the sound speed $c_s=\sqrt{C/\rho}$. Comparing coefficients replaces $U_0$ by

$$U_{\rm eff}=U_0-\frac{K}{1-v^2/c_s^2},\qquad K=\frac{q^2P_s^4}{2C}.$$

The tanh wall needs $U_{\rm eff}>0$ when $v<c_0$. For $K<U_0$ and $c_s<c_0$, it is therefore absent for

$$c_s\sqrt{1-K/U_0}\le v<c_s .$$

At rest the strain at the wall centre has magnitude $s_0=qP_s^2/C$, so $K=Cs_0^2/2$. Take rough values $C=200$ GPa and $\rho=6$ g/cm$^3$, and assume $s_0=0.2$ %. Then $c_s=5.8$ km/s and $K=0.40$ J/cm$^3$. With $U_0=9.5$ J/cm$^3$, $K/U_0=0.042$, and the window runs from 5.65 to 5.77 km/s.

The window is narrow but lies below $c_0$. Its edges are only indicative. The strain at the wall centre is $s_0/(1-v^2/c_s^2)$, which reaches $s_0U_0/K=4.8$ % at the lower edge, beyond the linear elasticity assumed. The value of $s_0$ is also generous. The domains clamp the wall in its own plane, so its strain along $x$ is smaller than the free electrostrictive strain, and rough barium titanate constants suggest 0.1 % or less. Since $K\propto s_0^2$, a value of 0.1 % would raise the lower edge to 5.74 km/s. This free-wall calculation does not decide whether a driven, damped wall stops there or crosses it. The strain-free speeds above sound in the table therefore need separate justification in a real crystal.

## Comparison with the real case

The model's 7.7 km/s is a ceiling, not a forecast of device speed. A bulk barium titanate crystal can switch at fields of roughly 1 kV/cm, far below the thermodynamic $E_c$, because reversal starts locally and spreads. Real films also break the assumption of a flat, defect-free wall: pinning and thermally activated motion can put the speed orders of magnitude below equation (3), and this model does not predict that reduction. Against a rough film breakdown field of 1 MV/cm, the 0.5 MV/cm drive already uses half the margin. The switching work per volume is roughly $2P_sE$. If all of it becomes heat and none escapes, a heat capacity of 3 J/(cm$^3$ K) gives a rise of about

$$\frac{2P_sE}{C_V}=\frac{2(0.26)(5\times10^7)}{3\times10^6}=8.7\ \mathrm K$$

per reversal. Repeated fast switching would need heat removal.

The coefficient $g$ is a large source of uncertainty. It must describe polarization that varies at right angles to its own direction, and it can differ strongly from the coefficient for variation along $\mathbf P$. With $g=2\times10^{-11}\ \mathrm{J\,m^3/C^2}$, for example, $c_0$ would be 3.4 km/s. Halving or doubling the value used here, with the other inputs fixed, gives 5.4 or 10.9 km/s. The upper value is also the result of the other gradient convention. For titanium moving against a rigid group of three oxygens, zero total momentum gives the reduced mass $M_1M_2/(M_1+M_2)=24$ u. With $Z=7$ retained, this lowers $c_0$ to 7.0 km/s; a consistent mode calculation would recompute $Z$ as well.

The moving polarization also induces an electric field. For wall speeds far below that of light, the part that travels with the wall obeys $E_{xx}=\mu_0P_{tt}$, hence has the scale $\mu_0v^2P_s$. At $c_0$ this is $2\times10^{-7}$ MV/cm. A wall set in motion in an unbounded crystal also radiates: it is a current sheet of strength $2P_sv$, which sends out a field $\mu_0cvP_s$ on each side, where $c$ is the speed of light in the crystal. Even with the vacuum value of $c$, this is only 0.0075 MV/cm at $c_0$, small beside the 0.5 MV/cm drive.

Temperature is a more serious limitation. The barrier $U_0\Omega$ is 3.8 meV per cell, while $k_BT$ at 300 K is 26 meV. Thus $f$ cannot be read as the energy barrier of one cell; it must be a free energy averaged over fluctuating cells. Yet $w_0$ is only 1.5 cells, so the averaging length and the wall width are poorly separated. The quartic $f$ also omits the first-order character of the barium titanate transition. These points affect the profile, $E_c$ and the driven speeds. They leave the form $\sqrt{g/\mu}$ intact within equation (1), but the effective $g$ and $\mu$ may depend on temperature.

For the inputs assumed here, the ceiling of equation (1), which omits strain, is therefore roughly 5 to 11 km/s when $g$ is varied by a factor of two either way. At the lower end $c_0$ falls below the sound speed, and strain then matters: between 5.65 and 5.77 km/s both $g-\mu v^2$ and $U_{\rm eff}$ are negative, so the strain-coupled equations formally have free tanh walls faster than $c_0$. Their centre strain exceeds 4.8 %, and at 5.71 km/s it is 9 % with a half-width of 0.14 nm, so they lie outside the linear elastic, continuum regime and are not a prediction for a crystal. A particular material needs its own transverse gradient coefficient. With $\Gamma=\omega_0$, the model wall stays below $0.65c_0$ up to the coercive field, which is about 5 km/s for $g=10^{-10}\ \mathrm{J\,m^3/C^2}$. The numerical output below lists the inputs and intermediate values.

## Numbers as computed

```
gradient coefficient g = 1.0e-10 J m^3/C^2
mode mass = 20 u = 3.3211e-26 kg
Born charge = 7 e = 1.1215e-18 C
cell volume = 64 A^3, cell edge = 0.400 nm
polar inertia mu = 1.6898e-18 J m s^2/C^2
limiting speed c0 = 7.69 km/s = 7693 m/s
c0 from ring of cells = 7.69 km/s
c0 if energy is g P_x^2 = 10.88 km/s
c0 if mass is 20 electron masses = 328 km/s
c0 for g halved, doubled = 5.44, 10.88 km/s
reduced mass Ti against O3 = 24.0 u, c0 = 7.03 km/s
rough Ps = 26 uC/cm2, clamped permittivity = 100
curvature f'' = 1.129e+09 J m/C^2
soft-mode frequency = 4.11 THz, omega0 = 2.585e+13 1/s
barrier U0 = 9.54 J/cm^3
wall half-width w0 = 0.595 nm = 1.49 cells
rest wall energy = 15.1 mJ/m^2
at 0.9 c0: energy = 34.7 mJ/m^2, half-width = 0.259 nm
thermodynamic coercive field = 0.565 MV/cm
E = 0.1 MV/cm, Gamma/omega0 = 1.0: formula 0.79, continuum run 0.79, lattice run 0.74 km/s
E = 0.3 MV/cm, Gamma/omega0 = 1.0: formula 2.35, continuum run 2.35, lattice run 2.23 km/s
E = 0.5 MV/cm, Gamma/omega0 = 1.0: formula 4.02, continuum run 4.02, lattice run 3.85 km/s
E = 0.5 MV/cm, Gamma/omega0 = 0.2: formula 7.31, continuum run 7.31, lattice run 6.87 km/s
largest group speed on lattice = 4.10 km/s
speed where half-width equals cell edge = 5.70 km/s
rough stiffness = 200 GPa, density = 6.0 g/cm3, wall strain = 0.2 %
longitudinal sound speed = 5.77 km/s
strain energy K/U0 = 0.042
forbidden free-wall window = 5.65 to 5.77 km/s
uniform switching at 0.848 MV/cm, Gamma = omega0: P = 0 after 0.29 ps
induced field scale at c0 = 1.9e-07 MV/cm
rough heat capacity = 3.0 J/(cm3 K), heating at 0.5 MV/cm = 8.7 K
rough film breakdown field = 1.0 MV/cm, largest drive / breakdown = 0.50
barrier per cell = 3.81 meV, kT at 300 K = 25.9 meV
```
